# Forward momentum at the tunnel exit and magnetic drift at return

## Problem

An electron with ionization energy $I_p$ tunnels out of an ion in a linearly polarized laser wave. The wave travels along $z$ and its electric force acts along $x$. The magnetic field gives the electron forward momentum under the barrier and a forward drift on its way out and back.

1. With what forward momentum does the electron most probably enter the barrier, how much does it gain inside, and with how much does it leave?
2. The released wave packet returns to the ion after part of a laser cycle. At what intensity does its forward drift exceed its rms width along $z$?
3. Evaluate both answers for the 2s electron of O$^{5+}$ at a photon energy of 1.5 eV.

## Conventions and assumptions

The algebra uses atomic units, $\hbar=m=e=1$, in which $c\approx137$. The force on the electron is $F\cos\omega t$ along $+x$. The magnetic field oscillates in phase with it, with amplitude $F/c$ in units where $B=E/c$, and exerts the force $(v_x/c)F\cos\omega t$ along $z$: motion along the electric force is deflected towards $+z$, motion against it towards $-z$.

Tunnelling is treated as quasi-static: the force keeps its value at birth while the electron crosses the barrier. This requires $I_p\ll 2U_p$, where $U_p=F^2/4\omega^2$ is the ponderomotive energy. The binding is taken as short-ranged, so the barrier starts at $x=0$; the Coulomb force of the ion is considered at the end.

## The barrier in the Dirac equation

In the static fields the potential energy is $-Fx$ and the kinetic momentum along $z$ is
$$\pi_z=p_z+\frac{Fx}{c}.$$
The canonical momentum $p_z$ is conserved, because nothing depends on $z$. An electron that advances by $x$ therefore gains the forward momentum $Fx/c$. We set $p_y=0$, its most probable value.

Let $E$ be the total energy including rest energy, $E=c^2-I_p$, and let $\Pi_0=(E+Fx)/c$. The Dirac equation is $(P-c)\psi=0$ with
$$P=\gamma^0\Pi_0-\gamma^1\hat p_x-\gamma^3\pi_z .$$
Multiplication by $P+c$ gives $(P^2-c^2)\psi=0$. In $P^2$ the squares give $\Pi_0^2-\hat p_x^2-\pi_z^2$. The cross terms leave commutators, $[\Pi_0,\hat p_x]=iF/c$ and $[\hat p_x,\pi_z]=-iF/c$, while $\Pi_0$ and $\pi_z$ commute. Hence
$$(K+N)\psi=0,\qquad K=\Pi_0^2-\hat p_x^2-\pi_z^2-c^2,$$
$$N=-\frac{iF}{c}(\gamma^0\gamma^1+\gamma^1\gamma^3)=-\frac{iF}{c}\,\gamma^1(\gamma^3-\gamma^0).$$

The matrix $N$ carries the spin. Since $\gamma^1$ anticommutes with $\gamma^3-\gamma^0$, and $(\gamma^3-\gamma^0)^2=-1+1=0$, we have $N^2=0$. To see what this does to the wave, let $\phi_\lambda$ solve $(K+\lambda)\phi_\lambda=0$. Differentiation at $\lambda=0$ gives $K\,\partial_\lambda\phi=-\phi$. With a constant spinor $u$, the function $\psi=(\phi+N\,\partial_\lambda\phi)u$ then satisfies
$$(K+N)\psi=N\phi u-N\phi u+N^2\,\partial_\lambda\phi\,u=0 .$$
In the semiclassical form $\phi\sim e^{-S}$, the derivative changes the factor in front of the exponential and not the exponent. The tunnelling exponent follows from $K$ alone.

With $\varepsilon=E/c$, the classical relation $K=0$ reads
$$p_x^2=\Big(\varepsilon+\frac{Fx}{c}\Big)^2-c^2-\Big(p_z+\frac{Fx}{c}\Big)^2 .$$
The terms in $x^2$ cancel because the electric and magnetic fields match. What remains is linear in $x$:
$$-p_x^2=a-bFx,\qquad a=c^2-\varepsilon^2+p_z^2,\qquad b=\frac{2(\varepsilon-p_z)}{c}.$$
The barrier ends at $x_e=a/(bF)$. The probability is proportional to $e^{-W}$, apart from a slowly varying prefactor, with
$$W=2\int_0^{x_e}\!\sqrt{a-bFx}\;dx=\frac{4a^{3/2}}{3bF}.$$

## Entrance, gain and exit

The most probable $p_z$ makes $W$ smallest. Setting the derivative of $\ln W$ to zero gives
$$\frac{3p_z}{a}=\frac{1}{b}\frac{db}{dp_z}=-\frac{1}{\varepsilon-p_z}
\quad\Longrightarrow\quad a=-3p_z(\varepsilon-p_z).$$
Inserting $a$ yields $2p_z^2-3\varepsilon p_z-(c^2-\varepsilon^2)=0$. The root with $\varepsilon-p_z>0$, as a barrier with an exit requires, is
$$p_z^*=\frac{3\varepsilon-\sqrt{\varepsilon^2+8c^2}}{4}.$$
At $x=0$ this is also the kinetic momentum. The gain up to the exit is
$$\frac{Fx_e}{c}=\frac{a}{bc}=\frac{a}{2(\varepsilon-p_z^*)}=-\frac32p_z^*,$$
so the exit momentum is $p_z^*-\tfrac32p_z^*=-\tfrac12p_z^*$.

For $I_p\ll c^2$ we insert $\varepsilon=c-I_p/c$. Then $\sqrt{\varepsilon^2+8c^2}\approx\sqrt{9c^2-2I_p}\approx3c-I_p/3c$, and
$$p_z^*\approx\frac14\Big(-\frac{3I_p}{c}+\frac{I_p}{3c}\Big)=-\frac{2I_p}{3c}.$$
The answer to the first question is therefore
$$\text{entrance: }-\frac{2I_p}{3c},\qquad \text{gain: }+\frac{I_p}{c},\qquad \text{exit: }+\frac{I_p}{3c}.$$
The value $I_p/3c$ is the momentum at the exit. The momentum acquired under the barrier is three times as large.

The factor $2/3$ has a simple reading. With $s=Fx$ the classical relation reads $-p_x^2=2(I_p-s)-(I_p-s)^2/c^2+(p_z+s/c)^2$. The second term is small and does not depend on $p_z$. Without it the exponent is
$$W\approx\frac2F\int_0^{I_p}\!\sqrt{2(I_p-s)+(p_z+s/c)^2}\;ds .$$
Its minimum requires that $p_z+s/c$ vanish on average, with weight $(I_p-s)^{-1/2}$. With $u=I_p-s$ the average of $u$ is
$$\frac{\int_0^{I_p}u^{1/2}du}{\int_0^{I_p}u^{-1/2}du}=\frac{\tfrac23I_p^{3/2}}{2I_p^{1/2}}=\frac{I_p}{3},$$
so the average of $s$ is $2I_p/3$. Sideways motion raises the barrier. The favoured electron starts against the magnetic push, so that its forward momentum passes through zero inside the barrier. The bound state supplies the negative starting momentum.

The neglected prefactor was examined with the outgoing Airy wave, which solves the scalar equation for this linear barrier, taking the amplitude at $x=0$ as independent of $p_z$. For the O$^{5+}$ binding, the most probable entrance momentum differs from $p_z^*$ by 1.3% at $F=0.8$ and by 0.3% at $F=0.2$ atomic units. The correction falls in proportion to $F$; its coefficient and sign depend on the amplitude assumed at $x=0$.

## Width of the packet

Let $\varphi_0$ be the phase $\omega t$ at birth, $F_0=F\cos\varphi_0$ the force at that moment, and $\kappa=\sqrt{2I_p}$. For the width the terms in $1/c$ may be dropped, which leaves $a\approx\kappa^2+p_z^2$ and $b\approx2$:
$$W\approx\frac{2(\kappa^2+p_z^2)^{3/2}}{3F_0}=\frac{2\kappa^3}{3F_0}+\frac{\kappa p_z^2}{F_0}+\frac{p_z^4}{4\kappa F_0}+\dots$$
Comparing the quadratic term with $p_z^2/2\sigma_p^2$ gives
$$\sigma_p^2=\frac{F_0}{2\kappa}.$$

The amplitude is $e^{-\tau p_z^2/2}$ with $\tau=\kappa/F_0$. To leading order the laser shifts all $p_z$ components forward by the same distance, so the width evolves as for a free particle. After a time $t$ the amplitude is $e^{-(\tau+it)p_z^2/2}$. Its Fourier transform is proportional to $e^{-z^2/2(\tau+it)}$, whose squared modulus is $e^{-z^2\tau/(\tau^2+t^2)}$. Hence
$$\sigma_z^2=\frac{\tau^2+t^2}{2\tau},\qquad \sigma_z\approx\sigma_pt\quad(t\gg\tau).$$

## Drift until the return

The electron leaves the barrier with $v_x=0$. To leading order $dv_x/dt=F\cos\omega t$, so with $\varphi=\omega t$
$$v_x=\frac F\omega(\sin\varphi-\sin\varphi_0).$$
The magnetic force gives
$$\frac{dv_z}{dt}=\frac{v_x}{c}\frac{dv_x}{dt}=\frac{d}{dt}\frac{v_x^2}{2c}
\quad\Longrightarrow\quad v_z=\frac{I_p}{3c}+\frac{v_x^2}{2c}.$$

Neglecting the distance from the ion to the exit, a second integration of $v_x$ gives the position
$$x=\frac{F}{\omega^2}\big[\cos\varphi_0-\cos\varphi-(\varphi-\varphi_0)\sin\varphi_0\big].$$
The return phase $\varphi_r=\varphi_0+\theta$ therefore obeys $\cos\varphi_0-\cos\varphi_r=\theta\sin\varphi_0$. Integration of $v_z$ over the time $\theta/\omega$ gives the drift
$$z_d=\frac{F^2g}{2c\omega^3}+\frac{I_p\theta}{3c\omega},\qquad g=\int_{\varphi_0}^{\varphi_r}(\sin\varphi-\sin\varphi_0)^2d\varphi .$$
Expanding the square gives three integrals:
$$g=\Big[\frac\theta2-\frac{\sin2\varphi_r-\sin2\varphi_0}{4}\Big]-2\sin\varphi_0(\cos\varphi_0-\cos\varphi_r)+\theta\sin^2\varphi_0 .$$
By the return condition the middle term is $-2\theta\sin^2\varphi_0$, so
$$g=\theta\big(\tfrac12-\sin^2\varphi_0\big)-\tfrac14(\sin2\varphi_r-\sin2\varphi_0).$$

The second part of $z_d$, divided by the first, is
$$r=\frac{2I_p\theta\omega^2}{3F^2g}=\frac{I_p\theta}{6U_pg}.$$
It is small in the quasi-static regime as long as $g/\theta$ is not small; for the births used below $g/\theta$ is about 0.4 and 0.5, while it tends to zero for birth near a zero of the field. For these births the momentum from the barrier adds little to the drift, most of which arises outside.

## The threshold

We keep the first part of $z_d$, use $\sigma_z\approx\sigma_p\theta/\omega$, and set the two equal:
$$\frac{F^2g}{2c\omega^3}=\frac\theta\omega\sqrt{\frac{F\cos\varphi_0}{2\kappa}} .$$
Division by $\sqrt F$ and solution for $F$ give
$$F_c=\left[\frac{2c\,\omega^2\theta\sqrt{\cos\varphi_0}}{g\sqrt{2\kappa}}\right]^{2/3}.$$
The intensity is proportional to $F^2$, so
$$\mathcal I_c\propto c^{4/3}\,\omega^{8/3}\,I_p^{-1/3}.$$
Long wavelengths lower the threshold strongly. Deeper binding lowers it weakly, because it narrows the momentum distribution and hence the packet.

In this approximation $z_d/\sigma_z=(\mathcal I/\mathcal I_c)^{3/4}$. The centre of the packet passes the ion at the distance $z_d$, so the density at the ion is reduced by
$$e^{-z_d^2/2\sigma_z^2}=\exp\!\big[-\tfrac12(\mathcal I/\mathcal I_c)^{3/2}\big].$$
At the threshold this is $e^{-1/2}\approx0.61$. The loss of recollisions is gradual, and at the threshold it has already reached 39%. If $n\sigma_z$ were taken as the width, the intensity would be multiplied by $n^{4/3}$.

A second case is birth near the field maximum, $\varphi_0\to0$. The return then approaches $\varphi_r=2\pi$, where $\theta=2\pi$, $g=\pi$ and $g/\theta=\tfrac12$, so that
$$F_c\to\left[\frac{4c\,\omega^2}{\sqrt{2\kappa}}\right]^{2/3}.$$
The limit is approached slowly. With $\varphi_r=2\pi-\delta$ the return condition becomes $\delta^2/2\approx2\pi\varphi_0$, and $g/\theta-\tfrac12\approx\delta/4\pi=\sqrt{4\pi\varphi_0}/4\pi$. In the limit itself the electron arrives with $v_x=0$, so these returns carry little energy. The limit also relies on neglecting the distance from the ion to the exit: an electron released at the exit exactly at the field maximum comes back only to its starting point and does not reach the ion.

## Numbers for O$^{5+}$

At this photon energy a neutral atom would lose its electron long before the threshold. With the Coulomb attraction $-Z/x$ of the remaining ion, the top of the barrier lies at $x=\sqrt{Z/F}$ and has the energy $-2\sqrt{ZF}$. It sinks to $-I_p$ at $F=I_p^2/4Z$. With $e^2/4\pi\epsilon_0=14.4$ eV Å and $I_p$ of roughly 14 eV, this gives about 3 eV/Å for neutral oxygen. For O$^{5+}$, with $Z=6$, it gives 55.0 eV/Å.

The ionization energy is $I_p=137.88$ eV, the difference of the unrestricted Hartree–Fock energies of O$^{6+}$ and O$^{5+}$. Correlation and relativity are left out; together they raise the value by about 0.24 eV, to 138.1 eV, which changes the momenta below by 0.2%.

**Momenta.** The entrance value is $-\tfrac23\times137.88=-91.9$ eV/$c$, the gain is 137.9 eV/$c$, and the exit value is 46.0 eV/$c$, or 0.0233 Å$^{-1}$ after division by $\hbar$.

**Threshold.** We take the trajectory with the highest return energy, $3.17\,U_p$. It has $\varphi_0=0.3134$, $\theta=4.0856$ and $g=1.6545$. With the constants restored,
$$F_c^{3/2}=\frac{2\theta\sqrt{\cos\varphi_0}}{g}\;\frac{mc^2(\hbar\omega)^2}{(\hbar c)^2}\sqrt{\frac{\hbar c\,mc^2}{2\kappa c}},\qquad \kappa c=\sqrt{2mc^2I_p}.$$
With $mc^2=5.110\times10^5$ eV and $\hbar c=1973$ eV Å, $\kappa c=1.187\times10^4$ eV. The three factors are 4.817, 0.2953 and 206.1 in units of eV and Å. Their product is 293, and
$$F_c=293^{2/3}\approx44.1\ \text{eV/Å}.$$
The cycle-averaged intensity $\tfrac12\epsilon_0c(F_c/e)^2$ is $1.61\times10^4$ eV/(Å$^2$ fs), or $2.6\times10^{16}$ W/cm$^2$.

**Drift and width.** At this field $U_p=1649$ eV. The laser part of the drift is
$$\frac{2U_pg}{mc^2}\,\frac{\hbar c}{\hbar\omega}=\frac{2(1649)(1.6545)}{5.110\times10^5}\,\frac{1973}{1.5}\approx14.0\ \text{Å}.$$
The exit momentum adds the fraction
$$r=\frac{137.88\times4.0856}{6\times1649\times1.6545}=0.034,$$
or 0.48 Å, for a total of 14.5 Å. The momentum width is $\sigma_p=1335$ eV/$c$, and the packet width is 14.1 Å. The exit momentum is thus 3.4% of $\sigma_p$: a small displacement of a broad distribution.

| Case | $F_c$ (eV/Å) | $\mathcal I_c$ (10$^{16}$ W/cm$^2$) |
|---|---|---|
| Highest return energy, formula | 44.1 | 2.58 |
| Same birth phase, Lorentz trajectories | 43.3 | 2.49 |
| Birth at field maximum, formula | 39.0 | 2.02 |

The second row uses the relativistic equations of motion in the travelling wave and includes the exit momentum. Since $z_d/\sigma_z\propto F^{3/2}(1+r)$, the exit momentum should lower $F_c$ by about $\tfrac23r=2.3\%$; the observed lowering is 1.8%. In this row the width is the separation between the central trajectory and one started with $p_z$ larger by $\sigma_p$, which carries corrections of order $\sigma_p/c$ and $U_p/c^2$. With the displacement $-\sigma_p$ the threshold is 43.2 eV/Å, or $2.47\times10^{16}$ W/cm$^2$, and the lowering is 2.2%, so the last digit of the row depends on how the width is defined.

The scaling laws were tested with the same trajectories. Halving the frequency multiplies $F_c$ by 0.390, against $2^{-4/3}=0.397$. Reducing $I_p$ to a quarter multiplies it by 1.289, against $4^{1/6}=1.260$. These differences come mostly from the change of $r\propto I_p\omega^2/F^2$, which at the thresholds of these trajectories rises to about 5.9% in the first case and falls to about 0.5% in the second.

A packet built from the full exponent $W$ and propagated freely has a width of 13.9 Å, 0.9% below the Gaussian formula. The quartic term in $W$ explains this. With the extra weight $e^{-\beta p_z^4}$, $\beta=1/(4\kappa F_0)$, the first-order change of $\langle p_z^2\rangle$ is $-\beta(\langle p_z^6\rangle-\langle p_z^2\rangle\langle p_z^4\rangle)=-\beta(15-3)\sigma_p^6$. Hence $\sigma_p$ changes by the fraction $-6\beta\sigma_p^4=-3F_0/8\kappa^3$, which is $-0.9\%$ here.

## Where the estimate is weak

The peak force is 80% of the barrier-suppression value, so the Coulomb force matters under the barrier. The short-range barrier at birth extends from 0 to 3.28 Å. A one-dimensional barrier with the attraction $-6/x$ included extends from 0.84 to 2.44 Å. The magnetic gain between these points is the force at birth times the length, $41.98\times1.60\approx67$ eV/$c$, and the most probable exit momentum is 29 eV/$c$ instead of 46. For this ion near threshold, $I_p/3c$ is therefore a guide to the size of the exit momentum, about 1.6 times the Coulomb estimate.

The drift hardly feels this change: its exit part falls from 0.48 to about 0.31 Å, a change of roughly 1% of the total drift. Starting the trajectory at the short-range exit instead of at the ion raises the drift from 14.5 to 14.8 Å. The Coulomb force on the outer path matters much more. In a classical estimate the trajectories start at the Coulomb exit with the Coulomb exit momentum, keep the attraction of the charge $Z=6$ and the same birth phase and $\sigma_p$, and the width is taken from neighbouring trajectories. At $F_c$ the drift then falls to about 12.4 Å and the width to about 10.5 Å, and the threshold moves to about 40 eV/Å, or $2.2\times10^{16}$ W/cm$^2$. The values in the table belong to the short-range model; for the real ion the threshold intensity is uncertain by at least this 15%. Corrections to quasi-static tunnelling, for which the small parameter is $I_p/2U_p=0.042$, have not been evaluated.

The density at the ion falls to $e^{-1}$ of its central value at $2^{2/3}\mathcal I_c$. The peak force there is $2^{1/3}\times44.1\approx56$ eV/Å, slightly above barrier suppression, and the force at birth, about 53 eV/Å, is only 4% below it. The tunnelling picture used here is then no longer reliable.

## Calculated quantities

```
O5+ ionization energy, UHF difference: 137.88 eV
change with the other s basis: -0.00100 eV
photon energy: 1.50 eV
entrance momentum: -91.92 eV/c
magnetic gain Ip/c: 137.88 eV/c
exit momentum, relativistic: 45.96 eV/c
exit momentum Ip/3c: 45.96 eV/c
exit momentum Ip/3c over hbar: 0.02329 1/angstrom
Airy peak error at forces 0.8, 0.2 a.u.: 1.26, 0.31 percent
birth phase: 0.3134 rad
return phase: 4.3990 rad
elapsed phase theta: 4.0856 rad
drift integral g: 1.6545 (dimensionless)
return energy / Up: 3.173 (dimensionless)
threshold peak force: 44.13 eV/angstrom
force at birth: 41.98 eV/angstrom
threshold intensity: 16130 eV/(angstrom^2 fs)
threshold intensity: 2.58e+16 W/cm^2
ponderomotive energy: 1649 eV
Ip/(2 Up): 0.0418 (dimensionless)
rms momentum width: 1335 eV/c
exit momentum / rms width: 0.0344 (dimensionless)
laser part of drift: 14.04 angstrom
exit-momentum part of drift: 0.48 angstrom
total drift, formula: 14.53 angstrom
total drift, Lorentz trajectory: 14.53 angstrom
drift with start at barrier exit: 14.77 angstrom
rms packet width, formula: 14.06 angstrom
rms packet width, propagated: 13.94 angstrom
density one rms width off centre: 0.610 of centre
threshold force, trajectories: 43.33 eV/angstrom
threshold intensity, trajectories: 2.49e+16 W/cm^2
force ratio at half frequency: 0.3903, law 0.3969
force ratio at quarter Ip: 1.2893, law 1.2599
threshold force for birth phase 0: 38.98 eV/angstrom
threshold intensity for birth phase 0: 2.02e+16 W/cm^2
barrier-suppression force: 55.01 eV/angstrom
peak force / suppression force: 0.802
short-range barrier length: 3.28 angstrom
Coulomb barrier from 0.84 to 2.44 angstrom
exit momentum, 1D Coulomb barrier: 29.31 eV/c
```
